# Zener Tunnelling in Crossed Fields: the Reduced Invariant Field

A Zener current calculated from the electric field of a tunnelling junction alone takes no account of a magnetic field across the current. For a germanium-like junction at 0.5 MV/cm in 10 T, that calculation overestimates the two-band pair rate by a factor of about 1.65. What it misses is sideways motion. An electron under the barrier is given transverse momentum by the magnetic field, and the energy tied up in that momentum makes the barrier harder to cross. In the Dirac model of a direct gap, the whole effect can be put into a smaller electric field.

Take a direct gap $E_g=2D$, with two spin states in each band and energies $\pm\sqrt{D^2+v^2p^2}$. Near the conduction edge,

$$\sqrt{D^2+v^2p^2}\simeq D+\frac{v^2p^2}{2D},\qquad m=\frac{D}{v^2},\qquad v^2=\frac{E_g}{2m}.$$

The band velocity $v$ is therefore fixed by the gap and the band-edge mass. Atomic units are used in the algebra, with $\hbar=1$ and electron charge $-1$. The uniform electric field $E$ points along $x$, so the potential energy is $Ex$ and the force is $-E$. The uniform magnetic field $B$ points along $z$ and is described by $A_y=Bx$; for charge $-1$ the kinetic momentum is $p+A$. Both fields are taken positive.

The potentials depend on $x$ alone, so the energy $w$ and the momenta $k$ along $y$ and $q$ along $z$ are conserved. The stationary equation is

$$\left[w-Ex-v\alpha_xp_x-v\alpha_y(k+Bx)-v\alpha_zq-\beta D\right]\psi=0.$$

The four matrices $\alpha_x,\alpha_y,\alpha_z,\beta$ are Hermitian, square to one and anticommute with each other. The position $x$ appears twice, once with the unit matrix and once with $\alpha_y$. The aim is to remove the second appearance.

Let $\psi=S\phi$ with $S=e^{\theta\alpha_y/2}$, and multiply the equation from the left by $S$ as well. Because $\alpha_x$ anticommutes with $\alpha_y$, moving it through $S$ reverses the exponent: $S\alpha_x=\alpha_xS^{-1}$. Hence $S\alpha_xS=\alpha_x$, and in the same way $S\alpha_zS=\alpha_z$ and $S\beta S=\beta$. The unit matrix and $\alpha_y$ do change. From $\alpha_y^2=1$,

$$S^2=\cosh\theta+\alpha_y\sinh\theta,\qquad S\alpha_yS=\alpha_y\cosh\theta+\sinh\theta.$$

Write $W=w-Ex$ and $Q=v(k+Bx)$. Then

$$S(W-\alpha_yQ)S=(W\cosh\theta-Q\sinh\theta)-\alpha_y(Q\cosh\theta-W\sinh\theta).$$

The coefficient of $x$ in the last bracket is $vB\cosh\theta+E\sinh\theta$. It vanishes if

$$\tanh\theta=-s,\qquad s=\frac{vB}{E}.$$

A real $\theta$ requires $s<1$, that is, $vB<E$. With $\gamma=(1-s^2)^{-1/2}$, we have $\cosh\theta=\gamma$ and $\sinh\theta=-s\gamma$. Since $sE=vB$, the $\alpha_y$ term becomes

$$\gamma(Q+sW)=\gamma(vk+vBx+sw-sEx)=\gamma(vk+sw)\equiv vk',$$

and the unit-matrix term becomes

$$\gamma(W+sQ)=\gamma(w+svk)-\gamma(E-svB)x\equiv w'-E'x.$$

The new field is $E'=\gamma E(1-s^2)=E/\gamma$, so

$$E'=\sqrt{E^2-v^2B^2},\qquad k'=\frac{kE+wB}{E'},\qquad w'=\frac{wE+v^2kB}{E'}.$$

What remains is an electron in an electric field $E'$ with no magnetic field:

$$\left[w'-E'x-v\alpha_xp_x-v\alpha_yk'-v\alpha_zq-\beta D\right]\phi=0.$$

This has the form of a Lorentz boost along $y$, with $v$ in place of the speed of light. It is a symmetry of the band equation. The laboratory fields are not being viewed by a moving observer, and the crystal stays at rest.

The matrix $S$ is not unitary, so densities change. Transmission, however, is a ratio of currents along $x$, and since $S$ is Hermitian,

$$\psi^\dagger\alpha_x\psi=\phi^\dagger S\alpha_xS\phi=\phi^\dagger\alpha_x\phi.$$

A constant matrix also leaves the dependence on $x$ of each incoming or outgoing wave alone. The transmission of the reduced problem is therefore that of the original one.

To find it, collect the terms that do not contain $p_x$:

$$v\alpha_yk'+v\alpha_zq+\beta D=M\Gamma,\qquad M^2=D^2+v^2k'^2+v^2q^2.$$

Here $\Gamma^2=1$ and $\Gamma$ anticommutes with $\alpha_x$. In momentum space $x=i\,d/dp$. Put $p=-E't$, which is how momentum changes under the force $-E'$. Then $-E'x=i\,d/dt$, and with $\phi=e^{iw't}\chi$ the constant $w'$ drops out:

$$i\frac{d\chi}{dt}=(-\lambda t\,\alpha_x+M\Gamma)\chi,\qquad \lambda=vE'.$$

If $\alpha_xu=-u$, then $\Gamma u$ belongs to $\alpha_x=+1$. The four components thus separate into two identical pairs, each with amplitudes $a$ on $u$ and $b$ on $\Gamma u$:

$$i\dot a=\lambda t\,a+Mb,\qquad i\dot b=-\lambda t\,b+Ma.$$

The state $u$ has energy $\lambda t$: it lies in the valence band at early times and in the conduction band at late times. An electron that stays in $u$ has tunnelled. Differentiate the first equation and insert the second, using $Mb=i\dot a-\lambda ta$:

$$M\dot b=i\lambda t(i\dot a-\lambda ta)-iM^2a=-\lambda t\dot a-i(\lambda^2t^2+M^2)a,$$

$$\ddot a+(\lambda^2t^2+M^2+i\lambda)a=0.$$

For large $|t|$, try $a=e^{-i\lambda t^2/2}t^\nu$. Its second derivative is $(-\lambda^2t^2-2i\lambda\nu-i\lambda)a$, up to terms that vanish as $t^{-2}$ relative to $a$. The equation then requires

$$\nu=-\frac{iM^2}{2\lambda}.$$

The other solution behaves as $e^{+i\lambda t^2/2}t^\mu$. The same substitution gives $2i\lambda\mu=-M^2-2i\lambda$, or $\mu=-1+iM^2/(2\lambda)$. In $a$ it fades as $1/|t|$ and represents the amplitude in $b$. The initial condition $b\to0$ at $t\to-\infty$ excludes it there.

Now go from $t=-R$ to $t=+R$ along the large upper semicircle $t=Re^{i\varphi}$, with $\varphi$ falling from $\pi$ to $0$. The first solution has modulus proportional to $e^{\lambda R^2\sin(2\varphi)/2}$. In the first quarter of the circle it is the small exponential, and the large one is absent. In the second quarter it is the large exponential, and a small admixture of the other solution cannot change its coefficient. Back on the real axis that admixture contributes to $a$ only at order $1/R$. The phase of $t$ has changed by $-\pi$, so $t^\nu$ has acquired the factor

$$e^{-i\pi\nu}=e^{-\pi M^2/(2\lambda)}.$$

Its square is the probability of staying in $u$, the Landau-Zener result. In a stationary state $E'|\phi(p)|^2$ is the flow of probability through momentum $p$. At large $|p|$ this flow is the incident or transmitted current, so the same probability is the transmission:

$$T=\exp\left[-\frac{\pi\left(D^2+v^2q^2+v^2k'^2\right)}{vE'}\right].$$

A direct solution of the four-component scattering problem, made without the boost, supports this formula. With $v=D=E=1$ and $B=0.6$, in a layer reaching 12 length units to either side and with $w=k=q=0$, it gives $T=0.019703$, as does the formula. At $B=0$ both give 0.043214. For $w=0.3$ and $k=q=0.2$ at $B=0.6$, both give 0.006942.

The laboratory picture shows where the extra resistance comes from. Choose the most transparent momentum, $k'=q=0$, so that $k=-wB/E$. The barrier centre, where $w'-E'x=0$, is then at $x_0=w/E$. At a distance $\xi=x-x_0$ from it, the transverse kinetic momentum is $k+Bx=B\xi$. If $\kappa$ is the decay constant under the barrier, the local dispersion relation gives

$$v^2\kappa^2=D^2+v^2B^2\xi^2-E^2\xi^2=D^2-E'^2\xi^2.$$

The transverse momentum vanishes at the centre and grows towards both ends, where it raises $\kappa$ and moves the turning points outwards. The barrier length becomes $L'=2D/E'=E_g/E'$ instead of $E_g/E$. The tunnelling exponent is

$$2\int_{-D/E'}^{D/E'}\kappa\,d\xi=\frac{2}{v}\,\frac{\pi D^2}{2E'}=\frac{\pi D^2}{vE'},$$

because the integral of $\sqrt{D^2-E'^2\xi^2}$ is half the area of an ellipse with semi-axes $D$ and $D/E'$. No choice of $k$ can cancel a transverse momentum that varies along the path; the best choice centres it.

A current contains many values of $w$, $k$ and $q$. One channel carries $T\,dw/(2\pi)$ electrons per unit time, since the density of states $dp_x/(2\pi)$ times the velocity $dw/dp_x$ leaves $dw/(2\pi)$. With two spins, full valence states and empty conduction states, the number of pairs per unit area and time is

$$\frac{2}{(2\pi)^3}\int T\,dw\,dk\,dq.$$

From $w'=\gamma(w+svk)$ and $k'=\gamma(k+sw/v)$, the Jacobian is $\gamma^2(1-s^2)=1$, so $dw\,dk=dw'\,dk'$. The barrier centre lies at $x_0=w'/E'$, whence $dw'=E'dx_0$. Dividing by the length $dx_0$ gives the rate per unit volume:

$$G=\frac{2E'}{(2\pi)^3}\,e^{-\pi D^2/(vE')}\int e^{-\pi v(k'^2+q^2)/E'}\,dk'\,dq.$$

The two Gaussian integrals together give $E'/v$, and therefore

$$G=\frac{E'^2}{4\pi^3v}\exp\left(-\frac{\pi D^2}{vE'}\right).$$

Both factors fall as $B$ grows at fixed $E$. As a test of the counting, laboratory states were summed with numerically integrated barrier actions for $v=D=E=1$ and $B=0.6$. The sum is $1.0167\times10^{-4}$, in agreement with the formula.

Let $G_0$ be the rate at $B=0$ and $S_0=\pi D^2/(vE)$ its exponent. Then

$$\ln\frac{G}{G_0}=\ln(1-s^2)-S_0\left(\frac{1}{\sqrt{1-s^2}}-1\right).$$

For small $s$, the logarithm is $-s^2$ and the bracket is $s^2/2$, so

$$\ln\frac{G}{G_0}\simeq-s^2\left(1+\frac{S_0}{2}\right).$$

The reduction starts quadratically in $B$, as it must if reversing $B$ changes nothing, and a large exponent amplifies it. If the gap closes, $S_0=0$ and the rate is still multiplied by $1-s^2$, through the prefactor. In the opposite limit, $s\to1$ at finite gap, the exponent grows as $S_0/\sqrt{2(1-s)}$ and the rate goes to zero.

For $vB>E$ the boost that removes the magnetic field no longer exists. The dispersion relation shows what happens:

$$v^2p_x^2=(w-Ex)^2-v^2(k+Bx)^2-v^2q^2-D^2.$$

At large $|x|$ the right side is dominated by $(E^2-v^2B^2)x^2$, which is now negative. Waves decay on both sides, and no channel leads from a distant valence state to a distant conduction state. For instance, with $v=D=E=1$, $B=1.25$ and $w=k=q=0$, the right side at $x=\pm12$ is $144-225-1=-82$. This closure belongs to uniform fields without scattering. Making the layer thinner does not lift it. If both potentials are constant outside a layer of half-width $L$, passage from valence to conduction states needs $E^2L^2>D^2+v^2B^2L^2$, which fails for every $L$ when $vB>E$. Electrons that stay within one band can still cross a finite layer if their energy is high enough.

The orientation of the fields also matters. The boost removed a vector potential that grows along the electric field, and that is the work of the component of $B$ perpendicular to $E$. A component along $E$ is not covered by the formula.

Germanium suits an example because its direct gap lies little above its indirect one and direct tunnelling is strong at high field. Consider a p-i-n junction near 300 K with rough typical values: a direct gap of 0.80 eV, an electron mass of 0.04 free-electron masses and an intrinsic layer 25 nm thick. The electric field is held at 0.50 MV/cm while a field of 10 T is applied across it. The relation $v^2=E_g/(2m)$ gives $v=1.326\times10^6$ m/s and $\hbar v=0.873$ eV nm. Then $vB=0.1326$ MV/cm, $s=0.265$, and

$$E'=\sqrt{0.50^2-0.1326^2}\ \text{MV/cm}=0.482\ \text{MV/cm},$$

or 0.00482 V/angstrom. With $\hbar$ and the elementary charge $e$ restored, the exponent without magnetic field is

$$S_0=\frac{\pi D^2}{\hbar v\,eE}=\frac{\pi(0.40\ \text{eV})^2}{(0.8729\ \text{eV nm})(0.050\ \text{eV/nm})}=11.52.$$

The magnetic field raises it to 11.94 and lengthens the barrier from 16.0 to 16.6 nm. A change of under 4% in the field and the length is enough to matter, because the exponent is large:

$$\frac{G}{G_0}=\left(\frac{0.4821}{0.50}\right)^2e^{-0.428}=0.61.$$

The rate falls from $3.5\times10^{26}$ to $2.1\times10^{26}$ pairs per cm³ and second. The weak-field estimate of $\ln(G/G_0)$ is $-0.476$, against $-0.501$ from the full formula, about 5% too small in magnitude.

For a current density, count the barrier centres for which the shortest barrier fits inside the layer of thickness $d$: $J\simeq eG(d-L')$. At $B=0$ the usable length is 9.0 nm and $J\simeq50$ A/cm²; at 10 T, $J\simeq29$ A/cm². The current falls more than the rate because the longer barrier also leaves less room. These are estimates. States with transverse momentum need longer barriers, and counting only the states whose own barrier fits inside the layer gives about 47 and 26 A/cm². The shape of the layer edges matters as much: scattering summed over all states gives about 51 and 29 A/cm² when the potentials level off over 1 nm, and about 37 and 21 A/cm² over 3 nm. The ratio stays at 0.56 to 0.57.

At the same electric field, the rate ratio is 0.89 at 5 T, 0.091 at 20 T and $2.0\times10^{-4}$ at 30 T. The uniform-field channel closes at $E/v=37.7$ T. The 30 T value does not describe this junction: there $s=0.80$, and the barrier, $16.0\ \text{nm}/\sqrt{1-s^2}$, is longer than the layer. At 1.0 MV/cm and 10 T the ratio is 0.93, since doubling $E$ divides $s^2$ by four and halves $S_0$.

The example was chosen where the effect is easy to see: the electric field is moderate, and 10 T is a laboratory field, not an operating condition. It also assumes a uniform electric field, which doping disturbs. A background doping of $10^{17}$ cm⁻³ changes the field by 0.028 MV/cm across this layer. If the field along a whole barrier changed by that much, the exponent would shift by 0.65 to first order. At fixed mean field the shift is smaller. To first order the exponent follows the field at the barrier centre, and the centres span only 9 nm of the 25 nm layer, so the exponent varies by about $0.65\times9/25=0.23$ between them. That is about half the magnetic rise. In the total current these differences nearly cancel: at fixed mean field it changes by less than 1%. An error in the mean field matters far more. Raising it by 0.028 MV/cm multiplies the zero-field current by about 2.3, while the ratio of the currents with and without $B$ moves only from 0.56 to 0.62.

Other omissions can be sized for the same junction. Scattering through a 25 nm layer, with both potentials levelling off outside it, gives $T=9.2\times10^{-6}$ at $B=0$ and zero transverse momentum, against $10.0\times10^{-6}$ for the unlimited field. The magnetic field changes $\ln T$ by $-0.418$ instead of $-0.428$. These values are for potentials that level off over about 1 nm; widths from 0.3 to 3 nm give $T$ between $8.8\times10^{-6}$ and $9.8\times10^{-6}$, and a magnetic change between $-0.417$ and $-0.434$. Adding the split-off band, which also makes the electron and light-hole masses unequal, raises the zero-field exponent to 11.97 and lowers the magnetic rise from 0.428 to 0.397. That model makes the light hole too heavy, at 0.055 free-electron masses; with remote bands that bring it to 0.046, the values are about 11.6 and 0.415. Cooling, with a gap of 0.89 eV and $v$ held fixed, gives an exponent of 14.25 and a rise of 0.529. The spin splitting of real bands differs from that of the Dirac model. A first-order estimate that includes the split-off band shifts the exponent by about $\pm0.20$ for the two spin directions at 10 T; averaged over both spins, this raises the rate by only about 2%. None of these reverses the sign of the effect.

Indirect tunnelling has the smaller exponent. Under the barrier the state follows the light-hole branch and then the more slowly decaying branch of the lowest conduction valley, across a narrower gap, so its action stays below the direct one. With the two-band light-hole dispersion used above and a valley mass of 0.12, the exponent is about 10.0 at $B=0$ for an electric field along a [100] axis, against 11.5 for the direct process. A parabolic light hole would give 13.0, but it overstates the decay deep in the gap and cannot be set beside the direct value. The process also needs a phonon, whose energy is left out of that estimate: with 0.028 eV, emission raises the exponent to about 10.4 and absorption lowers it to about 9.5. For a field along [110], two of the conduction valleys have a smaller mass in the field direction, which lowers these exponents by only about 1%; the direction dependence of the light-hole mass changes them by a few per cent. The phonon coupling makes the prefactor small, but it was not calculated, so the indirect share of the current remains open and the numbers above describe the direct part only. Heavy-hole mixing was not calculated either. Although 0.5 MV/cm is above the avalanche field of thick germanium, a tunnelled pair can gain at most $1.25-0.80=0.45$ eV in this layer. An electron that drops from the direct to the lowest conduction edge frees another $0.80-0.66=0.14$ eV. The total of 0.59 eV is still less than the indirect gap of 0.66 eV, so in this energy balance the pair cannot create another one. The margin is only 0.07 eV, and thermal energy is left out. So is the potential drop in the depleted edges of the contacts, about 0.22 eV in total for a doping of $10^{19}$ cm⁻³ and 0.02 eV for $10^{20}$ cm⁻³; the balance closes only for contact doping above about $3\times10^{19}$ cm⁻³. Carriers that enter from outside and cross the whole layer are not covered by this argument.

Finally, the contacts must absorb the carriers before the magnetic field turns them back. Take an electron that tunnels at the middle of the layer with $k'=q=0$. It enters the contact with 0.225 eV of kinetic energy, where its cyclotron radius at 10 T is 36 nm. Its transverse momentum has been growing since the barrier centre, so it turns back 36 nm from that centre, which is only 24 nm inside the contact. Slower electrons turn sooner: one that enters with 0.05 eV gets about 6.5 nm into the contact. The mean free path there must be well below these depths. In cleaner contacts, returning carriers would have to be added to the calculation. The numerical output gives the remaining digits.

## Computed values

```
Scattering test, units v = D = E = 1:
B=0.0 energy=0.0 ky=0.0 kz=0.0: direct T=0.043214 formula T=0.043214
B=0.6 energy=0.0 ky=0.0 kz=0.0: direct T=0.019703 formula T=0.019703
B=0.6 energy=0.3 ky=0.2 kz=0.2: direct T=0.006942 formula T=0.006942
rate test: state sum 1.0167e-04, formula 1.0167e-04
Germanium junction, rough inputs:
direct gap 0.80 eV, electron mass 0.040 m_e
field 0.50 MV/cm, B 10.0 T, layer 25.0 nm
band velocity 1.326e+06 m/s, hbar*v 0.8729 eV nm
v*B 0.1326 MV/cm, ratio v*B/E 0.2652
reduced field 0.4821 MV/cm = 0.004821 eV/angstrom
closing magnetic field E/v 37.70 T
barrier length: B=0 16.00 nm, with B 16.59 nm
exponent: B=0 11.517, with B 11.944, rise 0.428
pair rate: B=0 3.495e+26, with B 2.118e+26 per cm3 s
rate ratio 0.6061, its log -0.5008
weak-field estimate of the log -0.4755
current density estimate: B=0 50.40, with B 28.53 A/cm2
B 5 T: rate ratio 8.866e-01
B 10 T: rate ratio 6.061e-01
B 20 T: rate ratio 9.075e-02
B 30 T: rate ratio 2.032e-04
at 1.0 MV/cm and 10 T: rate ratio 0.9333
Neglected effects for these numbers:
finite layer: T at B=0 9.230e-06, uniform 9.964e-06
finite layer: log T change by B -0.4182, uniform -0.4278
split-off splitting 0.29 eV: exponent B=0 11.974, with B 12.371
split-off band: exponent rise by B 0.397
cold gap 0.89 eV: exponent B=0 14.254, rise by B 0.529
doping 1e+17 per cm3, permittivity 16: field change 0.0283 MV/cm
doping: exponent change across layer 0.651
spin shift of gap, relative g 10: 2.89 meV
spin shift: exponent change +/- 0.086
indirect gap 0.66 eV, L mass 0.12 m_e, light hole 0.043 m_e
indirect tunnelling exponent at B=0 13.033
energy left after tunnelling 0.450 eV
cyclotron radius in contact 36.2 nm at 0.225 eV kinetic energy
```
